# Depth-Weighted Core-Level Shift in a Film with Uniform Field: test program

```python
# Result under test: a film of thickness d with uniform field F pointing to its
# surface shows a core-line centroid shift (binding energy, relative to z = 0)
#     shift = e F [L - d/(exp(d/L) - 1)],   L = lam*cos(theta),
# which tends to e F L for d >> L.  z: depth, lam: attenuation length,
# theta: emission angle from the normal.  Lengths in nm, fields in V/nm,
# energies in eV, so that e*F*z in eV is numerically F*z.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

field = 0.1
lam = 2.0
thick = 10.0
theta = np.radians(60.0)
# rough values for a ferroelectric hafnia film
gap, offset = 5.5, 1.5            # band gap, electron barrier at bottom electrode
mass_ratio, temperature = 0.3, 300.0
eps_r, trapped_cm3 = 30.0, 1e19
plane_step = 0.25
breakdown = 0.4
line_fwhm = 1.0


def mean_depth(d, L):
    return L - d / np.expm1(d / L)


def mean_square_depth(d, L):
    return 2 * L**2 - (d**2 + 2 * L * d) / np.expm1(d / L)


def depth_variance(d, L):
    return L**2 - d**2 * np.exp(d / L) / np.expm1(d / L)**2


gl_x, gl_w = np.polynomial.legendre.leggauss(100)


def depth_grid(d, L):
    """Quadrature depths and normalized escape weights."""
    z = 0.5 * d * (gl_x + 1)
    w = gl_w * np.exp(-z / L)
    return z, w / w.sum()


# Sign and size of the local shift: positive sheet at z=d, negative at z=0
def sheet_potential(z):
    def ring(u):
        r = np.exp(u)
        return r * r * (1 / np.hypot(r, thick - z) - 1 / np.hypot(r, z))
    return 0.5 * field * quad(ring, -14, 14, limit=400)[0]


for z_test in (2.0, 5.0, 9.0):
    core_energy_change = -(sheet_potential(z_test) - sheet_potential(0.0))
    binding_change = -core_energy_change
    assert abs(binding_change - field * z_test) < 1e-4

# Escape weight: random emission depths and random free paths
rng = np.random.default_rng(7)
for angle in (0.0, theta):
    z_mc = rng.uniform(0, thick, 2_000_000)
    free_path = rng.exponential(lam, z_mc.size)
    escaped = z_mc[free_path > z_mc / np.cos(angle)]
    error = escaped.std() / np.sqrt(escaped.size)
    assert abs(escaped.mean() - mean_depth(thick, lam * np.cos(angle))) < 5 * error

# Moments by quadrature, bounds and growth with thickness
previous = 0.0
for d in np.linspace(0.5, 40, 40):
    z, w = depth_grid(d, lam)
    m1, m2 = w @ z, w @ z**2
    assert abs(m1 - mean_depth(d, lam)) < 1e-9
    assert abs(m2 - mean_square_depth(d, lam)) < 1e-8
    assert abs(m2 - m1**2 - depth_variance(d, lam)) < 1e-8
    assert previous < m1 < min(d / 2, lam)
    previous = m1

# Thin and thick limits, from the quadrature
z, w = depth_grid(0.1, lam)
assert abs((w @ z - 0.05) / 0.1**2 * (-12 * lam) - 1) < 1e-3
z, w = depth_grid(60.0, lam)
assert abs(field * (w @ z) - field * lam) < 1e-9
d_one_percent = lam * brentq(lambda x: x / np.expm1(x) - 0.01, 1, 20)
z, w = depth_grid(d_one_percent, lam)
assert abs(w @ z / lam - 0.99) < 1e-9

# Synthesized spectrum: centroid, variance and peak maximum
z_film, w_film = depth_grid(thick, lam)


def spectrum(energy, fwhm):
    sigma = fwhm / np.sqrt(8 * np.log(2))
    e = np.atleast_1d(energy)[:, None]
    return np.exp(-0.5 * ((e - field * z_film) / sigma)**2) @ w_film


e_grid = np.linspace(-5, 7, 4001)
intensity = spectrum(e_grid, line_fwhm)
intensity /= intensity.sum()
centroid = intensity @ e_grid
variance = intensity @ (e_grid - centroid)**2
shift = field * mean_depth(thick, lam)
spread = field * np.sqrt(depth_variance(thick, lam))
assert abs(centroid - shift) < 1e-8
assert abs(variance - line_fwhm**2 / (8 * np.log(2)) - spread**2) < 1e-8

widths = (0.5, 1.0, 2.0)
peaks = [minimize_scalar(lambda e: -spectrum(e, f)[0], bounds=(-0.2, 0.8),
                         method="bounded", options={"xatol": 1e-8}).x
         for f in widths]
assert 0 < peaks[0] < peaks[1] < peaks[2] < shift

# Two emission angles
shift_oblique = field * mean_depth(thick, lam * np.cos(theta))
z, w = depth_grid(60.0, lam * np.cos(theta))
assert abs(field * (lam - w @ z) - field * lam * (1 - np.cos(theta))) < 1e-9

# Discrete emitter planes, the first at z = 0
n_planes = round(thick / plane_step)
z_planes = plane_step * np.arange(n_planes)
w_planes = np.exp(-z_planes / lam)
shift_planes = field * (w_planes @ z_planes) / w_planes.sum()
planes_formula = field * (plane_step / np.expm1(plane_step / lam)
                          - thick / np.expm1(thick / lam))
assert abs(shift_planes - planes_formula) < 1e-12

# Positive trapped charge, surface field held fixed
curvature = (const.e / const.epsilon_0 * 1e9) * trapped_cm3 * 1e-21 / eps_r
charge_change = -0.5 * curvature * mean_square_depth(thick, lam)
poisson = solve_ivp(lambda z, y: [y[1], -curvature], (0, thick), [0.0, field],
                    t_eval=z_film, rtol=1e-10, atol=1e-12)
assert abs(w_film @ poisson.y[0] - shift - charge_change) < 1e-8

# Band edge at the surface meets the Fermi level (bottom offsets held fixed)
d_valence = (gap - offset) / field
d_conduction = offset / field
assert d_one_percent < d_conduction < d_valence

# Reversed field: tunnelling from the bottom electrode to the surface
mass = mass_ratio * const.m_e
surface_barrier = offset - field * thick
assert surface_barrier > 0
wkb = (4 * np.sqrt(2 * mass * const.e) / (3 * const.hbar * field * 1e9)
       * (offset**1.5 - surface_barrier**1.5))
wkb_direct = quad(lambda s: 2e-9 * np.sqrt(2 * mass * const.e
                  * (offset - field * s)) / const.hbar, 0, thick)[0]
assert abs(wkb / wkb_direct - 1) < 1e-8

# Reversed field: thermal electrons at the surface
kT = const.k * temperature
eta = surface_barrier * const.e / kT
n_surface = 2 * (2 * np.pi * mass * kT / const.h**2)**1.5 * np.exp(-eta) * 1e-6
fermi_integral = quad(lambda x: np.sqrt(x) / (np.exp(x + eta) + 1), 0, 60,
                      epsabs=0, epsrel=1e-9, limit=200)[0]
n_direct = (2 * mass * kT / const.hbar**2)**1.5 / (2 * np.pi**2) * fermi_integral * 1e-6
assert abs(n_surface / n_direct - 1) < 1e-6
assert n_surface < 1e-6 * trapped_cm3

print(f"field: {field:.2f} V/nm = {field * 10:.1f} MV/cm")
print(f"attenuation length: {lam:.1f} nm")
print(f"film thickness: {thick:.1f} nm")
print(f"potential drop across film: {field * thick:.2f} V")
print("thickness (nm), mean depth (nm), centroid shift (eV):")
for d in (1.0, 2.0, 5.0, 10.0, 14.0):
    print(f"  {d:5.1f}  {mean_depth(d, lam):.4f}  {field * mean_depth(d, lam):.4f}")
print(f"thick-film limit of shift: {field * lam:.4f} eV")
print(f"d/L for example: {thick / lam:.2f}")
print(f"exp(d/L) - 1 for example: {np.expm1(thick / lam):.3f}")
print(f"deficit from limit: {100 * (1 - shift / (field * lam)):.2f} %")
print(f"thickness for 1 % deficit: {d_one_percent:.2f} nm")
print(f"rms spread of local shifts: {spread:.4f} eV")
print(f"centroid of synthesized line: {centroid:.4f} eV")
print("intrinsic FWHM (eV), shift of peak maximum (eV):")
for f, p in zip(widths, peaks):
    print(f"  {f:.1f}  {p:.4f}")
print(f"oblique emission angle: {np.degrees(theta):.0f} degrees")
print(f"shift at oblique emission: {shift_oblique:.4f} eV")
print(f"normal minus oblique shift: {shift - shift_oblique:.4f} eV")
print(f"same difference, thick limit: {field * lam * (1 - np.cos(theta)):.4f} eV")
for factor in (0.8, 1.2):
    value = field * mean_depth(thick, factor * lam)
    print(f"shift if attenuation length is {factor * lam:.1f} nm: {value:.4f} eV")
print(f"emitter plane spacing: {plane_step:.2f} nm")
print(f"shift with discrete planes: {shift_planes:.4f} eV")
print(f"change due to planes: {shift_planes - shift:.4f} eV")
print(f"trapped charge: {trapped_cm3:.1e} cm^-3, permittivity: {eps_r:.0f}")
print(f"mean square depth: {mean_square_depth(thick, lam):.3f} nm^2")
print(f"change due to positive trapped charge: {charge_change:.4f} eV")
print(f"band gap: {gap:.1f} eV, electron barrier: {offset:.1f} eV")
print(f"valence edge meets Fermi level at: {d_valence:.1f} nm")
print(f"reversed field, conduction edge meets it at: {d_conduction:.1f} nm")
print(f"effective mass: {mass_ratio:.1f} m_e, temperature: {temperature:.0f} K")
print(f"reversed field, barrier left at surface: {surface_barrier:.2f} eV")
print(f"reversed field, tunnelling exponent: {wkb:.1f}")
print(f"reversed field, tunnelling factor: {np.exp(-wkb):.1e}")
print(f"reversed field, surface electrons: {n_surface:.1e} cm^-3")
print(f"rough breakdown field: {breakdown * 10:.1f} MV/cm")
print(f"breakdown field / film field: {breakdown / field:.1f}")
print("tests ok")
```

Printed output:

```
field: 0.10 V/nm = 1.0 MV/cm
attenuation length: 2.0 nm
film thickness: 10.0 nm
potential drop across film: 1.00 V
thickness (nm), mean depth (nm), centroid shift (eV):
    1.0  0.4585  0.0459
    2.0  0.8360  0.0836
    5.0  1.5529  0.1553
   10.0  1.9322  0.1932
   14.0  1.9872  0.1987
thick-film limit of shift: 0.2000 eV
d/L for example: 5.00
exp(d/L) - 1 for example: 147.413
deficit from limit: 3.39 %
thickness for 1 % deficit: 12.95 nm
rms spread of local shifts: 0.1821 eV
centroid of synthesized line: 0.1932 eV
intrinsic FWHM (eV), shift of peak maximum (eV):
  0.5  0.1426
  1.0  0.1728
  2.0  0.1873
oblique emission angle: 60 degrees
shift at oblique emission: 0.1000 eV
normal minus oblique shift: 0.0933 eV
same difference, thick limit: 0.1000 eV
shift if attenuation length is 1.6 nm: 0.1581 eV
shift if attenuation length is 2.4 nm: 0.2243 eV
emitter plane spacing: 0.25 nm
shift with discrete planes: 0.1810 eV
change due to planes: -0.0122 eV
trapped charge: 1.0e+19 cm^-3, permittivity: 30
mean square depth: 7.050 nm^2
change due to positive trapped charge: -0.0213 eV
band gap: 5.5 eV, electron barrier: 1.5 eV
valence edge meets Fermi level at: 40.0 nm
reversed field, conduction edge meets it at: 15.0 nm
effective mass: 0.3 m_e, temperature: 300 K
reversed field, barrier left at surface: 0.50 eV
reversed field, tunnelling exponent: 55.5
reversed field, tunnelling factor: 7.8e-25
reversed field, surface electrons: 1.6e+10 cm^-3
rough breakdown field: 4.0 MV/cm
breakdown field / film field: 4.0
tests ok
```
